# Injecting Particles from a Drifting Maxwellian Reservoir by Acceptance-Rejection

A particle simulation of a precursor pulse entering a deposition chamber needs a decision at every time step: how many molecules to create at the inlet, with what velocities, and where. The dose on the wafer depends on the first answer, and the gas density near the inlet depends on the second as well. For water vapour at 10 mTorr and 400 K drifting inward at 150 m/s, two plausible rules for the number differ by a factor of 1.7.

## The setting and the naive rule

Behind a plane inlet of area $A$ lies a uniform ideal gas of number density $n$, temperature $T$ and molecular mass $m$. Its mean velocity has the component $u$ along the normal pointing into the chamber; $u$ may be negative. With

$$c=\sqrt{2kT/m},\qquad s=u/c,\qquad x=v_n/c,$$

the number density per unit normal velocity is the drifting Maxwellian

$$F(v_n)=\frac{n}{c\sqrt\pi}\,e^{-(x-s)^2}.$$

The naive rule creates $nuA\,\Delta t$ molecules per step, draws their normal velocities from $F$, redrawing any that are not positive, and puts them on the inlet plane. Each part of this rule goes wrong, and each failure shows what must replace it.

## Failure of the number: net flow is not inflow

The product $nu$ is a net flux, the difference between molecules going in and molecules coming out. A simulation that deletes particles leaving through the inlet already accounts for the outgoing ones, so the source must supply the gross inflow. The case $u=0$ makes this plain: the naive rule injects nothing, although a gas at rest sends molecules through any opening.

To count the gross inflow, take molecules with normal velocity near $v_n>0$. Those that cross during $\Delta t$ start within a distance $v_n\Delta t$ of the plane, so their number is $A\,v_n\Delta t\,F(v_n)\,dv_n$. Dividing by $A\Delta t$ and summing over inward velocities,

$$J=\int_0^\infty v_nF(v_n)\,dv_n=\frac{nc}{\sqrt\pi}\int_0^\infty x\,e^{-(x-s)^2}dx .$$

One factor $c$ came from $v_n=cx$ and another from $dv_n=c\,dx$; the $1/c$ in $F$ cancels one of them. Now put $y=x-s$, so that $x=y+s$ and the lower limit is $-s$:

$$\int_{-s}^\infty y\,e^{-y^2}dy+s\int_{-s}^\infty e^{-y^2}dy=\tfrac12e^{-s^2}+\tfrac{\sqrt\pi}{2}\,s\,(1+\operatorname{erf}s).$$

Therefore

$$J=\frac{nc}{2\sqrt\pi}\,G(s),\qquad G(s)=e^{-s^2}+\sqrt\pi\,s\,(1+\operatorname{erf}s).$$

Three limits give its meaning.

- At $s=0$, $G=1$ and $J=nc/(2\sqrt\pi)$. Since the mean speed of a gas at rest is $\bar v=2c/\sqrt\pi$, this is $n\bar v/4$.
- For large positive $s$, $G\to2\sqrt\pi\,s$ and $J\to nu$. The naive number is right for a fast stream, in which almost nothing travels backwards.
- For $s=-a$ with $a$ large, the integrand is $e^{-a^2}x\,e^{-2ax}e^{-x^2}$. It is confined to $x\sim1/a$, where $e^{-x^2}\to1$, so the integral tends to $e^{-a^2}/(4a^2)$ and $G\to e^{-a^2}/(2a^2)$. Only the fast tail swims against the stream.

Because the error function is odd, $G(s)-G(-s)=2\sqrt\pi\,s$. Multiplied by $nc/(2\sqrt\pi)$ this reads gross inflow minus return flow equals $nu$, provided that the gas on the chamber side is the same drifting Maxwellian. In a real chamber the simulation itself determines the return flow.

For strong outflow the sum $1+\operatorname{erf}s$ should be evaluated as $\operatorname{erfc}(-s)$. At $s=-6$ it is about $2\times10^{-17}$, below the resolution of double precision near 1. The direct sum then returns zero, and $G$ comes out as $e^{-36}$, too large by a factor of roughly $2s^2=72$.

## Failure of the velocities: slow molecules pile up

The same count shows that entering molecules are not distributed as $F$ cut off at zero. Fast ones are drawn from a deeper layer, so the density of their normal velocities is proportional to

$$f(x)=x\,e^{-(x-s)^2},\qquad x>0 .$$

The weight $x$ decides whether the density inside comes out right. In steady free flight, a stream that delivers $J\,p(v_n)\,dv_n$ molecules per unit area and time has the density $J\,p(v_n)\,dv_n/v_n$. With the correct $p=v_nF/J$ this is $F\,dv_n$, and the incoming molecules have the total density

$$\int_0^\infty F\,dv_n=\frac n2(1+\operatorname{erf}s).$$

With the unweighted half-Maxwellian, $p$ stays finite at $v_n=0$ and $\int p\,dv_n/v_n$ diverges logarithmically. After a time $t$, molecules slower than about $L/t$ have not yet crossed a slab of thickness $L$. This cuts the integral off, and the density in the slab grows as $\ln t$ instead of settling.

A free-flight test at $s=0.25$ shows the size of the effect. Particles entered a slab of thickness $2c\Delta t$ for 400 steps, and the density was averaged over the last 200. With flux-weighted velocities it was $0.636\,n$, against $0.638\,n$ from the formula. With unweighted velocities and the same mean injection rate it was $2.22\,n$, about 3.5 times too high.

## Sampling the weighted density without cutting its tail

The density $f$ has no simple inverse cumulative function for general $s$, so acceptance-rejection is natural. A rectangular envelope needs a finite velocity window and discards whatever lies outside it. A Gaussian envelope avoids the cut, and the peak of $f$ tells where to put it. Setting the derivative of $\ln f=\ln x-(x-s)^2$ to zero gives

$$\frac1{x_p}=2(x_p-s)\quad\Rightarrow\quad 2x_p^2-2sx_p-1=0\quad\Rightarrow\quad x_p=\frac{s+\sqrt{s^2+2}}2 ,$$

where the positive root is the one in the domain. Expand the exponent about this point and use the peak condition in the cross term:

$$(x-s)^2=(x-x_p)^2+2(x-x_p)(x_p-s)+(x_p-s)^2=(x-x_p)^2+\frac{x-x_p}{x_p}+(x_p-s)^2 .$$

Since $f(x_p)=x_p\,e^{-(x_p-s)^2}$, it follows that

$$\frac{f(x)}{f(x_p)\,e^{-(x-x_p)^2}}=\frac x{x_p}\,e^{1-x/x_p}.$$

With $t=x/x_p$ the right side is $t\,e^{1-t}$, whose largest value for $t>0$ is 1, at $t=1$. The Gaussian therefore lies on or above $f$ everywhere and touches it at the peak. The sampler is short:

1. Propose $x=x_p+\xi/\sqrt2$, with $\xi$ a standard normal number.
2. Reject if $x\le0$. Otherwise accept with probability $(x/x_p)\,e^{1-x/x_p}$.
3. Repeat until the required number has been accepted, and set $v_n=cx$.

The accepted fraction is the area under $f$ divided by the area under the envelope:

$$\eta=\frac{G(s)/2}{\sqrt\pi\,f(x_p)} .$$

It is 0.66 for a gas at rest, 0.86 at $s=1$ and 0.97 at $s=3$. Against the stream it falls to 0.44 at $s=-1$ and 0.31 at $s=-2$. For large $a=-s$ the peak moves to $x_p\to1/(2a)$, where $f(x_p)\to e^{-a^2}e^{-1}/(2a)$. With the limit of $G$ found above, $\eta\to e/(2\sqrt\pi\,a)$. The cost per accepted particle thus grows only in proportion to $|s|$, while the number of particles needed falls as $e^{-s^2}/s^2$.

## The sampler measures the inflow rate

Solving the efficiency relation for $G$ and inserting it into $J$ gives

$$J=n\,c\,f(x_p)\,\eta .$$

If $\eta$ is counted rather than calculated, the right side contains no error function. It is a Monte Carlo integration of $f$, and so an independent check of the closed form. A wrong envelope or acceptance rule would in general spoil the agreement. Agreement in the rate alone does not prove that the velocities are right, since different densities can share one area. The sampled velocities were therefore also compared with the numerically integrated distribution at $s=-2,-1,0,1,3$. A Kolmogorov–Smirnov test with rejection level $10^{-4}$ rejected none of them.

## Failure of the count and of the position

Let each simulated particle stand for $W$ real molecules. The mean number per step is $\bar N=JA\Delta t/W$, in general not an integer. Rounding it to a fixed integer biases the rate and removes the fluctuations of the reservoir. In an ideal gas each reservoir particle crosses independently with a small probability. When the reservoir is much larger than the layer that can cross, the count is Poisson distributed with mean $\bar N$. Here the fluctuations are those of the simulated particles; the relative fluctuation of the real gas is smaller by $\sqrt W$.

The position follows from the layer argument. A molecule of velocity $v_n$ starts with equal probability anywhere in the layer of depth $v_n\Delta t$, so its crossing time is uniform over the step. At the end of the step it is at the distance $v_nR\,\Delta t$ inside, with $R$ uniform on $(0,1)$. Leaving all newcomers on the plane would make them late by half a step on average. Tangential velocities do not affect the chance of crossing, so they are ordinary Gaussians of variance $kT/m$ about the tangential drift.

These rules were tested against a reservoir moved by brute force: 400,000 particles, uniform in space, with isotropic thermal velocities plus a drift, advanced by one step. At $s=0.25$, 27,332 crossed, against 27,171 predicted; the Poisson spread is 165. At $s=-1$, 0.25 and 2 the normal velocities and final positions of the crossing particles were compared with those of injected ones, again without rejection at level $10^{-4}$.

The fluctuations were tested with a reservoir holding a fixed 1000 particles in a depth $50\,c\Delta t$, sampled 4000 times at $s=0.25$. The ratio of variance to mean was 0.940. The binomial value for this finite reservoir is 0.99, and the standard error is $\sqrt{2/4000}=0.022$, so the result lies a little over two standard errors low. It excludes a fixed count, for which the ratio would be near zero, but it confirms the Poisson value no more closely than several per cent.

## The energy that enters

For a gas at rest or drifting inward, flux weighting also makes the entering molecules more energetic on average than the gas behind the inlet. Against an outward drift with $s$ below about $-0.43$ the opposite holds, because the molecules that enter have lost most of their normal speed to the drift. Define $M_k=\int_0^\infty x^ke^{-(x-s)^2}dx$, so that $M_0=\tfrac{\sqrt\pi}2(1+\operatorname{erf}s)$ and $M_1=G/2$. For $k\ge1$, write one factor $x$ as $(x-s)+s$ and integrate the first part by parts. The boundary term vanishes because $x^k=0$ at $x=0$, leaving

$$M_{k+1}=sM_k+\tfrac k2M_{k-1}.$$

The mean normal speed is $cM_2/M_1$. Since $\tfrac12mc^2=kT$, the mean translational energy per entering molecule is

$$\frac{\langle E\rangle}{kT}=\frac{M_3}{M_1}+1+s_t^2 ,$$

where the 1 comes from two tangential components with $\tfrac12kT$ each, and $s_t$ is the tangential drift divided by $c$. At rest $M_3=M_1$, so the energy is $2kT$, against $\tfrac32kT$ in the bulk.

The brute-force reservoir, with $s_t=0.5$, gave 2.475 at $s=0.25$, where the formula gives 2.500. This 1% deficit is about 2.5 standard errors; measured in standard errors, it is the largest of the three energy deviations. At $s=-1$ and $s=2$ the counted energies lie above the formula, so the deviations have no common sign.

## A water-vapour pulse

The inlet is a circle 10 mm wide, the step is 1 µs and $W=10^9$. At 10 mTorr and 400 K the density is $2.414\times10^{14}$ cm$^{-3}$ and $c=607.6$ m/s, so $s=150/607.6=0.247$ and $G=1.498$. The flux without drift is $4.138\times10^{18}$ cm$^{-2}$ s$^{-1}$, hence

$$J=4.138\times10^{18}\times1.4979=6.198\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}} .$$

A drift of a quarter of the thermal speed raises the inflow by half.

For the independent rate, $f(x_p)=0.5909$, and 1,429,889 of 2,000,000 proposals were accepted, so $\eta=0.7149$. Then $J=ncf(x_p)\eta=6.197\times10^{18}$ cm$^{-2}$ s$^{-1}$. The two rates differ by about $2\times10^{-4}$ of their value, within the relative standard error of $4.5\times10^{-4}$.

Through 0.785 cm² the gross inflow is 10.9 sccm (standard cubic centimetres per minute, counted at 0 °C and 1 atm). The matching return flow would be 4.5 sccm and the net flow 6.4 sccm. Injecting the net flow while also deleting returning molecules would therefore starve the chamber by 42% of the required source. Each step needs on average

$$\bar N=\frac{6.198\times10^{18}\times0.7854\times10^{-6}}{10^9}\approx4868$$

simulated particles, with a Poisson spread of 70.

Entering molecules have a mean normal speed of 608 m/s; unweighted sampling would give 403 m/s. That 608 m/s nearly equals $c$ is a coincidence of this $s$: from the recursion, $M_2/M_1=s+M_0/(2M_1)$, which happens to be close to 1 here. The mean translational energy is $2.25\,kT$, or 77 meV. Rotational energy must be assigned separately.

## Where the reservoir model gives way

The values above describe a strong pulse in a low-pressure, vacuum-type reactor and are rough. They do not carry over to a reactor filled with carrier gas near 1 Torr, where free paths are much shorter and the inlet gas is a mixture. The assumption that real inlets break is that of a uniform equilibrium gas. Its effect can be estimated with a rough hard-sphere diameter of 0.5 nm, which gives a mean free path $\lambda=3.7$ mm.

Let $C=x-s$ be the normal thermal velocity in units of $c$, and $C_t$ the tangential one. To first order in gradients, and keeping only the leading polynomial term of the stress and heat-flow distortions, the Maxwellian is multiplied by

$$1+\frac\sigma p\Big(C^2-\tfrac12C_t^2\Big)+\frac{4q}{5pc}\,C\Big(C^2+C_t^2-\tfrac52\Big),$$

where $p$ is the pressure, $\sigma$ the excess normal pressure and $q$ the inward heat flux. Averaging over tangential velocities sets $C_t^2\to1$. The two shape factors are then $C^2-\tfrac12$ and $C(C^2-\tfrac32)$. With $g=e^{-C^2}$, their products with $g$ are $g''/4$ and $-g'''/8$. Integrating each by parts against the flux weight $C+s$ from $-s$ to infinity gives $\tfrac14e^{-s^2}$ and $-\tfrac14s\,e^{-s^2}$. Dividing by the undisturbed integral $G/2$,

$$\frac{\delta J}J=\frac\sigma p\,\frac{e^{-s^2}}{2G}-\frac{4q}{5pc}\,\frac{s\,e^{-s^2}}{2G} .$$

Suppose the drift falls to zero over 50 mm, with the gas escaping sideways, while the temperature rises by 100 K. Hard-sphere transport coefficients then give $\sigma/p=0.041$ and $4q/(5pc)=-0.031$; $q$ is negative because heat flows back towards the inlet. In this model the flux rises by 1.3% from the stress and 0.2% from the heat flow. The viscosity of real steam near 400 K is roughly one and a half times the hard-sphere value used here, which would bring the stress term to about 2%. The free path scales with the viscosity, so for real steam it is nearer 5.5 mm than 3.7 mm; the ratios of $\lambda$ to a length quoted below are then larger, and the collision numbers smaller, by the same factor of about 1.5. If the drift fell over 10 mm instead, the stress term would be five times larger, and a first-order estimate would be doubtful with $\lambda$ at 0.37 of that length.

A parabolic drift profile with the same mean, falling to zero at the inlet wall, raises the flux by a further 1.3%. The sign follows from $G''=2e^{-s^2}>0$: a spread of speed ratios raises the mean of a convex function. This is an upper estimate, because slip at the wall flattens the profile. In a round tube of width $d$ and radius $a$, first-order slip adds $4\lambda/d\approx1.5$ to the profile $1-r^2/a^2$. The relative spread of speeds becomes four times smaller, and the change, which is quadratic in the spread, drops to about 0.1%.

For the gradients assumed here, these corrections amount to a few per cent at most. A long, narrow inlet tube is a harder case, because wall friction makes the density fall along it. The free-molecular relation $nu=-\tfrac23a\bar v\,dn/dx$ gives a decay length $2a\bar v/(3u)\approx15$ mm for this width and drift. The values of $n$, $T$ and $u$ must then be those at the inlet plane, not those further upstream, and the correction to the flux can be negative. In collisionless flow through a tube with diffusely reflecting walls it is a few per cent downward at this drift, and it grows close to an exit into vacuum, where the long-tube relation also overestimates the decay length. An error of a few per cent in the assumed inlet pressure matters as much as the corrections above, since at fixed $T$ and $s$ the inflow is proportional to it. The time step also deserves attention: a molecule suffers on average 0.18 collisions in a full step, and a newcomer, which flies for half a step on average, about 0.1 during its entry move, which ignores them. A shorter step reduces that number in proportion and leaves the injection rate per unit time unchanged. The numerical output below lists most of the values behind these estimates.

## Calculated quantities

```
Reduced tests: s, G(s), efficiency formula, efficiency counted
  -2.00  0.00173  0.3070  0.3070
  -1.00  0.08907  0.4436  0.4422
   0.00  1.00000  0.6577  0.6576
   1.00  3.63398  0.8580  0.8580
   3.00  10.63473  0.9740  0.9738
Reservoir: s, crossings, predicted, energy/kT counted, formula
  (tangential speed ratio 0.50)
  -1.00  2001  2010.2  1.7191  1.6850
   0.25  27332  27170.8  2.4746  2.5004
   2.00  100012  100024.5  6.7521  6.7487
Count variance / mean, s=0.25: 0.940
Slab density / n, s=0.25, flux-weighted: 0.6361
Slab density / n, s=0.25, formula: 0.6382
Slab density / n, s=0.25, unweighted sampler: 2.22
Example inputs: H2O, molar mass 18.015 g/mol
Pressure 10.0 mTorr, temperature 400 K
Drift 150 m/s, inlet width 10 mm
Time step 1.0 us, particle weight 1.0e+09
Number density: 2.4141e+14 cm^-3
Thermal speed c: 607.64 m/s
Speed ratio s: 0.2469
G(s): 1.49787   G(-s): 0.62278
Peak position x_p: 0.84123
f(x_p): 0.59086
Inlet area: 0.7854 cm^2
Inflow flux, closed form: 6.1983e+18 cm^-2 s^-1
Inflow flux, acceptance count: 6.1968e+18 cm^-2 s^-1
Relative standard error of count: 4.5e-04
Proposals 2000000, accepted 1429889
Efficiency counted 0.71494, formula 0.71512
Flux without drift: 4.1381e+18 cm^-2 s^-1
Gross inflow: 10.9 sccm
Return flow: 4.5 sccm
Net flow: 6.4 sccm
Mean simulated particles per step: 4868.2
Poisson spread per step: 69.8
Mean normal speed: 607.66 m/s, sampled 607.41 m/s
Mean normal speed, unweighted: 403.38 m/s
Mean translational energy: 2.2469 kT = 77.45 meV
Neglected effects, rough diameter 0.50 nm
Gradient length 50 mm, warming 100 K
Mean free path: 3.73 mm
Free path / inlet width: 0.373
Collisions per molecule per step: 0.184
Stress ratio sigma/p: 0.0408
Flux change by stress: +1.28 %
Heat-flow ratio 4q/(5pc): -0.0310
Flux change by heat flow: +0.24 %
Flux change by parabolic profile: +1.27 %
```
